# The density of a complete hydrogenic shell and its s function: a program that tests the result

```python
# Result under test (Hartree atomic units, H = -nabla^2/2 - Z/r):
#   rho_n(r) = sum_{l<n} sum_m |psi_nlm|^2 = (u'^2 - u u'')/(4 pi),  u = r R_n0, int u^2 dr = 1.
# Symbols: u_l = r R_nl, kappa = Z/n, Q = kappa^2 - 2Z/r, w_l = l/r - Z/l,
#   c_l = sqrt(Z^2/l^2 - kappa^2), A_l = d/dr + w_l, A_l^+ = -d/dr + w_l,
#   H_l = radial Hamiltonian, F = u'^2 - u u''. Each spatial orbital is counted once.
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.linalg import eigh_tridiagonal
from scipy.constants import physical_constants, fine_structure

r, Z, x, ell = sp.symbols('r Z x ell', positive=True)


def is_zero(e):
    return sp.simplify(sp.expand(e)) == 0


# ---- factorisation acting on a generic function
f = sp.Function('f')(r)
wl = ell / r - Z / ell
down = lambda g: sp.diff(g, r) + wl * g
up = lambda g: -sp.diff(g, r) + wl * g
twoH = lambda g, l: -sp.diff(g, r, 2) + (l * (l + 1) / r**2 - 2 * Z / r) * g
assert is_zero(up(down(f)) - twoH(f, ell) - Z**2 / ell**2 * f)
assert is_zero(down(up(f)) - twoH(f, ell - 1) - Z**2 / ell**2 * f)


# ---- exact checks; u_l = p_l(r) exp(-kappa r), only the polynomial p_l is stored
def moment(poly, k, kap):
    """integral of r^k poly(r) exp(-2 kap r) over (0, inf)"""
    return sp.expand(sum(c * sp.gamma(j + k + 1) / (2 * kap)**(j + k + 1)
                         for (j,), c in sp.Poly(sp.expand(poly), r).terms()))


for n in range(1, 7):
    kap = Z / n
    Q = kap**2 - 2 * Z / r
    D = lambda g: sp.diff(g, r) - kap * g
    p = []
    for l in range(n):
        raw = sp.expand(r**(l + 1) * sp.assoc_laguerre(n - l - 1, 2 * l + 1, 2 * kap * r))
        p.append(sp.expand(raw / sp.sqrt(moment(raw**2, 0, kap))))
        assert is_zero(D(D(p[l])) - (Q + l * (l + 1) / r**2) * p[l])
    p.append(sp.Integer(0))
    for l in range(1, n + 1):
        w = l / r - Z / l
        c = Z * sp.sqrt(sp.Rational(1, l * l) - sp.Rational(1, n * n))
        raised = sp.expand(-D(p[l - 1]) + w * p[l - 1])
        assert is_zero(raised - c * p[l])
        assert is_zero(D(p[l]) + w * p[l] - c * p[l - 1])
        assert is_zero(raised.coeff(r, l + 1) - p[l - 1].coeff(r, l) * c**2 / (2 * l + 1))
        assert is_zero(D(p[l - 1])**2 - D(p[l])**2
                       - (Q + l * l / r**2) * (p[l - 1]**2 - p[l]**2))
    shell = sp.expand(sum((2 * l + 1) * p[l]**2 for l in range(n)) / r**2)
    F = sp.expand(D(p[0])**2 - p[0] * D(D(p[0])))
    assert is_zero(shell - F)
    for L in range(n):
        rest = (L + 1) * p[L]**2 + sum((2 * l + 1) * p[l]**2 for l in range(L + 1, n))
        assert is_zero(D(p[L])**2 - p[L] * D(D(p[L])) - rest / r**2)
    assert is_zero(sp.diff(shell, r) - 2 * kap * shell + 2 * Z * p[0]**2 / r**2)
    assert is_zero(F.subs(r, 0) - 4 * Z**3 / n**3)
    assert is_zero(moment(F, 2, kap) - n * n)
    for k in (sp.Rational(-5, 2), -2, -1, 0, sp.Rational(1, 2), 1, 2):
        lhs = sum((2 * l + 1) * moment(p[l]**2, k, kap) for l in range(n))
        rhs = 2 * Z * moment(p[0]**2, k + 1, kap) / (k + 3)
        assert abs(sp.N((lhs / rhs).subs(Z, 3), 30) - 1) < 1e-20
    if n <= 3:
        scaled = lambda e: sp.factor(sp.expand(e.subs(r, x / Z) / Z**3))
        print(f"n={n}, x=Zr, units Z^3 exp(-2x/n):")
        for l in range(n):
            print(f"  (2l+1)R^2, l={l}:", scaled(sp.expand((2 * l + 1) * p[l]**2 / r**2)))
        print("  u'^2 - u u'':", scaled(F))
        print("  int F r^2 dr =", moment(F, 2, kap), "(orbitals)")


# ---- finite-difference diagonalisation (Z = 1), no analytic radial functions
def levels(V, l, h, count):
    g = h * np.arange(1, int(round(120 / h)))
    e, v = eigh_tridiagonal(1 / h**2 + l * (l + 1) / (2 * g**2) + V(g),
                            np.full(len(g) - 1, -0.5 / h**2),
                            select='i', select_range=(0, count - 1))
    return g, e, v / np.sqrt(h)


def grid_shell(V, n, h):
    S, E = 0.0, []
    for l in range(n):
        g, e, v = levels(V, l, h, n - l)
        E.append(e[-1])
        S = S + (2 * l + 1) * v[:, -1]**2
        if l == 0:
            u = np.concatenate(([0.0], v[:, -1], [0.0]))
    Fg = ((u[2:] - u[:-2]) / (2 * h))**2 - u[1:-1] * (u[2:] - 2 * u[1:-1] + u[:-2]) / h**2
    return g, E, u[1:-1], Fg, np.max(np.abs(g**2 * Fg - S)) / np.max(S)


coulomb = lambda g: -1 / g
h = 0.01
print(f"grid: Z=1, h={h} bohr, box 120 bohr; mismatch = max|r^2 F - sum|/max sum")
for n in (1, 2, 3):
    _, E, _, _, err = grid_shell(coulomb, n, h)
    coarse = grid_shell(coulomb, n, 2 * h)[4]
    # second-order scheme: errors of order h^2 = 1e-4, falling fourfold on halving h
    assert max(abs(e + 0.5 / n**2) for e in E) < 1e-4
    assert abs(levels(coulomb, n, h, 1)[1][0] + 0.5 / (n + 1)**2) < 1e-4
    assert err < 5e-4 and 3 < coarse / err < 5
    print(f"Coulomb n={n}: mismatch {err:.2e}, ratio 2h/h {coarse / err:.2f}")
lam = 0.05
g, E, u, Fg, err_screen = grid_shell(lambda s: -np.exp(-lam * s) / s, 3, h)
assert err_screen > 100 * err and max(E) < 0 and E[2] - E[0] > 1e-3
slope = -2 * np.exp(-lam * g) * (1 + lam * g) / g**2 * u**2
inner = (g > 0.5) & (g < 100)
slope_err = np.max(np.abs(np.gradient(Fg, h) - slope)[inner]) / np.max(np.abs(slope[inner]))
assert slope_err < 1e-3
print(f"screened, lambda = {lam} 1/bohr: E3s,E3p,E3d =", *(f"{e:.5f}" for e in E), "hartree")
print(f"screened: mismatch {err_screen:.3f}, int F r^2 dr = {np.sum(Fg * g**2) * h:.3f}")
print(f"screened: relative error of F' = -2V'u^2: {slope_err:.1e}")

# ---- worked example: hydrogen-like Fe25+, explicit (l,m) sum against numerical derivatives
mp.mp.dps = 30
Zn, r0 = mp.mpf(26), mp.mpf(1) / 5
bohr_A = physical_constants['Bohr radius'][0] * 1e10


def radial(n, l):
    raw = lambda s: s**(l + 1) * mp.exp(-Zn * s / n) * mp.laguerre(n - l - 1, 2 * l + 1, 2 * Zn * s / n)
    a = n / Zn
    norm = mp.sqrt(mp.quad(lambda s: raw(s)**2, [0, a, 3 * a, 8 * a, 20 * a, 60 * a]))
    return lambda s: raw(s) / norm


show = lambda v: mp.nstr(v, 7)
print("Fe25+: Z =", int(Zn), ", r =", show(r0), "bohr, Zr =", show(Zn * r0))
print(f"(Z alpha)^2 = {(float(Zn) * fine_structure)**2:.4f}")
for n in (1, 2, 3):
    us = [radial(n, l) for l in range(n)]

    def rho_sum(s, th=mp.mpf('0.7'), ph=mp.mpf('1.9')):
        return sum(abs(us[l](s) / s * mp.spherharm(l, m, th, ph))**2
                   for l in range(n) for m in range(-l, l + 1))

    u0, u1, u2 = us[0](r0), mp.diff(us[0], r0), mp.diff(us[0], r0, 2)
    rho = (u1**2 - u0 * u2) / (4 * mp.pi)
    assert abs(rho_sum(r0) / rho - 1) < 1e-15
    assert abs(rho_sum(r0, mp.mpf('2.6'), mp.mpf('0.3')) / rho - 1) < 1e-15
    rho_origin = mp.diff(us[0], 0)**2 / (4 * mp.pi)
    assert abs(rho_origin * mp.pi * n**3 / Zn**3 - 1) < 1e-15
    drho = mp.diff(rho_sum, r0)
    assert abs(drho / (-2 * Zn * u0**2 / (4 * mp.pi * r0**2)) - 1) < 1e-12
    print(f"rho_{n}(0) =", show(rho_origin), f"; rho_{n}(r) =", show(rho), "bohr^-3")
print("n=3: kappa =", show(Zn / 3), "1/bohr; Q =", show((Zn / 3)**2 - 2 * Zn / r0), "bohr^-2")
print("u =", show(u0), "bohr^-1/2")
print("u' =", show(u1), "bohr^-3/2")
print("u'' =", show(u2), "bohr^-5/2")
print("u'^2 =", show(u1**2), "; -u u'' =", show(-u0 * u2), "bohr^-3")
print("F =", show(u1**2 - u0 * u2), "bohr^-3")
for l in range(3):
    R = us[l](r0) / r0
    print(f"l={l}: R =", show(R), "bohr^-3/2; (2l+1)R^2 =", show((2 * l + 1) * R**2), "bohr^-3")
print("sum (2l+1)R^2 =", show(sum((2 * l + 1) * (us[l](r0) / r0)**2 for l in range(3))), "bohr^-3")
print("explicit (l,m) sum =", show(rho_sum(r0)), "bohr^-3")
print("rho_3 =", show(rho), "bohr^-3 =", show(rho / bohr_A**3), "angstrom^-3")
print("|psi_3s|^2 =", show(u0**2 / (4 * mp.pi * r0**2)), "bohr^-3")
print("d rho_3/dr =", show(drho), "bohr^-4")
print("equal mixture rho_3/9 =", show(rho / 9), "bohr^-3")
print("no test failed")
```

Output:

```
n=1, x=Zr, units Z^3 exp(-2x/n):
  (2l+1)R^2, l=0: 4
  u'^2 - u u'': 4
  int F r^2 dr = 1 (orbitals)
n=2, x=Zr, units Z^3 exp(-2x/n):
  (2l+1)R^2, l=0: (x - 2)**2/8
  (2l+1)R^2, l=1: x**2/8
  u'^2 - u u'': (x**2 - 2*x + 2)/4
  int F r^2 dr = 4 (orbitals)
n=3, x=Zr, units Z^3 exp(-2x/n):
  (2l+1)R^2, l=0: 4*(2*x**2 - 18*x + 27)**2/19683
  (2l+1)R^2, l=1: 8*x**2*(x - 6)**2/6561
  (2l+1)R^2, l=2: 8*x**4/19683
  u'^2 - u u'': 4*(4*x**4 - 48*x**3 + 216*x**2 - 324*x + 243)/6561
  int F r^2 dr = 9 (orbitals)
grid: Z=1, h=0.01 bohr, box 120 bohr; mismatch = max|r^2 F - sum|/max sum
Coulomb n=1: mismatch 3.93e-05, ratio 2h/h 4.00
Coulomb n=2: mismatch 1.56e-05, ratio 2h/h 4.00
Coulomb n=3: mismatch 8.52e-06, ratio 2h/h 4.00
screened, lambda = 0.05 1/bohr: E3s,E3p,E3d = -0.01935 -0.01856 -0.01692 hartree
screened: mismatch 0.132, int F r^2 dr = 7.834
screened: relative error of F' = -2V'u^2: 1.6e-04
Fe25+: Z = 26 , r = 0.2 bohr, Zr = 5.2
(Z alpha)^2 = 0.0360
rho_1(0) = 5594.615 ; rho_1(r) = 0.170258 bohr^-3
rho_2(0) = 699.3268 ; rho_2(r) = 35.95546 bohr^-3
rho_3(0) = 207.2079 ; rho_3(r) = 15.28926 bohr^-3
n=3: kappa = 8.666667 1/bohr; Q = -184.8889 bohr^-2
u = -0.8361835 bohr^-1/2
u' = 7.928159 bohr^-3/2
u'' = 154.601 bohr^-5/2
u'^2 = 62.85571 ; -u u'' = 129.2748 bohr^-3
F = 192.1305 bohr^-3
l=0: R = -4.180918 bohr^-3/2; (2l+1)R^2 = 17.48007 bohr^-3
l=1: R = 1.964607 bohr^-3/2; (2l+1)R^2 = 11.57904 bohr^-3
l=2: R = 5.710892 bohr^-3/2; (2l+1)R^2 = 163.0714 bohr^-3
sum (2l+1)R^2 = 192.1305 bohr^-3
explicit (l,m) sum = 15.28926 bohr^-3
rho_3 = 15.28926 bohr^-3 = 103.1771 angstrom^-3
|psi_3s|^2 = 1.39102 bohr^-3
d rho_3/dr = -72.33303 bohr^-4
equal mixture rho_3/9 = 1.698807 bohr^-3
no test failed
```
